# Fock Exchange for Two-Component Spinors in the PAW Method, part 2

We seek the Fock exchange energy and operator in the projector augmented-wave (PAW) method for two-component spinors $\psi_n$, with components $\psi_n^\sigma$ and occupations $f_n$, whose spin direction may vary in space. The system is isolated and Hartree atomic units are used. We write

$$(a|b)=\iint \frac{a(\mathbf r)\,b(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' ,$$

with no complex conjugation implied. With the spin-traced pair density $n_{nm}=\psi_n^\dagger\psi_m=\sum_\sigma\psi_n^{\sigma*}\psi_m^\sigma$, the exchange energy is

$$E_x=-\frac12\sum_{nm}f_nf_m\,(n_{nm}|n_{mn}),\qquad n_{mn}=n_{nm}^* . \tag{1}$$

In PAW, $\tilde\psi_n$ is the smooth spinor. Each atom has an augmentation sphere with spin-independent all-electron partial waves $\phi_i$, smooth partial waves $\tilde\phi_i$ and projectors $p_i$. The projections and their density matrix are

$$P_{ni}^\sigma=\langle p_i|\tilde\psi_n^\sigma\rangle,\qquad \rho_{ij}^{\sigma\sigma'}=\sum_nf_n\,P_{ni}^{\sigma}P_{nj}^{\sigma'*},\qquad (\rho_{ij}^{\sigma\sigma'})^*=\rho_{ji}^{\sigma'\sigma}.$$

The compensation charges $\hat Q_{ij}$ restore the multipole moments missing from $\tilde\phi_i^*\tilde\phi_j$. They are built from functions $g_L$, confined to the sphere, with unit moment and the angular form of the real spherical harmonics $Y_L$, $L=(\ell,m_\ell)$. With $w_{ij}^{nm}=\sum_\sigma P_{ni}^{\sigma*}P_{mj}^\sigma$, the compensated smooth pair density is $\bar n_{nm}=\tilde\psi_n^\dagger\tilde\psi_m+\sum_{ij}\hat Q_{ij}w_{ij}^{nm}$. Each exchange integral splits into a smooth and a one-centre part:

$$(n_{nm}|n_{mn})=(\bar n_{nm}|\bar n_{mn})+\sum_{ijkl}\Delta C_{ijkl}\,w_{ij}^{nm}w_{kl}^{mn}. \tag{6}$$

The spin-free tensor $\Delta C_{ijkl}$ is the all-electron minus the compensated smooth Coulomb integral in the sphere. It obeys $\Delta C_{ijkl}=\Delta C_{klij}$ and $\Delta C_{ijkl}^*=\Delta C_{jilk}$. Summed over orbitals, this gives

$$E_x=-\frac12\sum_{nm}f_nf_m(\bar n_{nm}|\bar n_{mn})-\frac12\sum_{ijkl}\Delta C_{ijkl}\sum_{\sigma\sigma'}\rho_{li}^{\sigma'\sigma}\rho_{jk}^{\sigma\sigma'} . \tag{10}$$

The second term is the one-centre energy $E_{1c}$; a sum over atoms is understood.

The task in part (e) is to differentiate (10) to obtain the operator that acts on a smooth spinor, and to compare its spin structure with that of the Hartree term.

**Solution.** Vary $\rho$ in the second term, $E_{1c}$. Variation of the first factor gives

$$-\tfrac12\sum\Delta C_{ijkl}\,\rho_{jk}^{\sigma\sigma'}\,\delta\rho_{li}^{\sigma'\sigma}.$$

Variation of the second gives $-\tfrac12\sum\Delta C_{ijkl}\,\rho_{li}^{\sigma'\sigma}\delta\rho_{jk}^{\sigma\sigma'}$. Rename $i\leftrightarrow k$, $j\leftrightarrow l$, $\sigma\leftrightarrow\sigma'$ in it and use $\Delta C_{klij}=\Delta C_{ijkl}$; it becomes equal to the first. The factor $\tfrac12$ is cancelled, and

$$\delta E_{1c}=\sum_{il\sigma\sigma'}D_{il}^{\sigma\sigma'}\,\delta\rho_{li}^{\sigma'\sigma},\qquad
D_{il}^{\sigma\sigma'}=-\sum_{jk}\Delta C_{ijkl}\,\rho_{jk}^{\sigma\sigma'} . \tag{11}$$

The strength of each channel pair is a $2\times2$ matrix. Its block $\sigma\sigma'$ is linear in the block $\sigma\sigma'$ of $\rho$, while the channel indices are mixed by $\Delta C$. From $\Delta C_{ijkl}^*=\Delta C_{jilk}$ and the Hermiticity of $\rho$ one finds

$$(D_{il}^{\sigma\sigma'})^*=-\sum_{jk}\Delta C_{jilk}\,\rho_{kj}^{\sigma'\sigma}=-\sum_{jk}\Delta C_{lkji}\,\rho_{kj}^{\sigma'\sigma}=D_{li}^{\sigma'\sigma},$$

so the nonlocal operator is Hermitian.

A change of $\tilde\psi_n^*$ changes $\rho_{li}^{\sigma'\sigma}$ by $f_nP_{nl}^{\sigma'}\,\delta P_{ni}^{\sigma*}$, with $\delta P_{ni}^{\sigma*}=\int\delta\tilde\psi_n^{\sigma*}p_i$. In the smooth term of (10), $\tilde\psi_n^*$ occurs in both densities of the double sum, with equal contributions, which again removes the factor $\tfrac12$:

$$\delta E_{\rm smooth}=-f_n\sum_mf_m(\delta\bar n_{nm}|\bar n_{mn}).$$

Here $\delta\bar n_{nm}=\sum_\sigma\delta\tilde\psi_n^{\sigma*}\tilde\psi_m^\sigma+\sum_{ij\sigma}\hat Q_{ij}\,\delta P_{ni}^{\sigma*}P_{mj}^\sigma$. With the pair potential $v_{mn}(\mathbf r)=\int\bar n_{mn}(\mathbf r')/|\mathbf r-\mathbf r'|\,d\mathbf r'$, and writing $\delta E_x=f_n\sum_\sigma\int\delta\tilde\psi_n^{\sigma*}(F\tilde\psi_n)^\sigma$,

$$\begin{aligned}(F\tilde\psi_n)^\sigma=&-\sum_mf_m\Big[v_{mn}\tilde\psi_m^\sigma+\sum_{ij}p_i\Big(\int\hat Q_{ij}v_{mn}\Big)P_{mj}^\sigma\Big]\\&+\sum_{il\sigma'}p_i\,D_{il}^{\sigma\sigma'}P_{nl}^{\sigma'} .\end{aligned} \tag{12}$$

The three terms treat spin differently in form. The pair potential is one scalar function, but it multiplies spinor $m$, not spinor $n$, and can in this way turn the spin. The second term contains a strength that depends on the pair $(m,n)$; it cannot be absorbed in $D$, which is the same for every orbital. The third contains the spin matrix explicitly.

For the Hartree energy the one-centre term is $\tfrac12\sum\Delta C_{iljk}\big(\sum_nf_nw_{il}^{nn}\big)\big(\sum_mf_mw_{jk}^{mm}\big)$, with $w_{il}^{nn}=\sum_\sigma P_{ni}^{\sigma*}P_{nl}^\sigma$. Each bracket is a spin trace of $\rho$, so that

$$D_{il}^{H,\sigma\sigma'}=\delta_{\sigma\sigma'}\sum_{jk}\Delta C_{iljk}\sum_\tau\rho_{kj}^{\tau\tau} . \tag{13}$$

The same tensor appears with differently paired indices. In the Hartree term both spin labels of $\rho$ meet at one point and are traced; in exchange they stay apart.

### (f) Charge, magnetization and spin rotations

*Decompose $\rho$ into charge and magnetization, and examine a global rotation of the spins. What happens if the blocks $\uparrow\downarrow$ and $\downarrow\uparrow$ are dropped?*

**Solution.** With the Pauli matrices $\boldsymbol\sigma$, any $2\times2$ matrix can be written

$$\rho_{ij}=\tfrac12\left(n_{ij}\,1+\mathbf m_{ij}\cdot\boldsymbol\sigma\right),\qquad n_{ij}={\rm Tr}\,\rho_{ij},\quad \mathbf m_{ij}={\rm Tr}(\rho_{ij}\boldsymbol\sigma).$$

Since ${\rm Tr}\,\sigma_a=0$ and ${\rm Tr}(\sigma_a\sigma_b)=2\delta_{ab}$, the trace in (10) is ${\rm Tr}(\rho_{li}\rho_{jk})=\tfrac12(n_{li}n_{jk}+\mathbf m_{li}\cdot\mathbf m_{jk})$, and

$$E_{1c}=-\frac14\sum_{ijkl}\Delta C_{ijkl}\left(n_{li}n_{jk}+\mathbf m_{li}\cdot\mathbf m_{jk}\right). \tag{14}$$

A global spin rotation replaces every spinor by $U\psi_n$, with a constant unitary $2\times2$ matrix $U$. The pair densities do not change, because $\psi_n^\dagger U^\dagger U\psi_m=\psi_n^\dagger\psi_m$. The density matrix becomes $U\rho_{ij}U^\dagger$, and by the linearity of (11) so does the strength: $D_{il}\to UD_{il}U^\dagger$. The energy is unchanged. Exchange by itself therefore prefers no direction in space for the spins. Spin–orbit coupling enters (10) through the occupations and through the spinors themselves, that is through their spatial form and the way their spin components are tied to angular functions.

If every orbital is purely $\uparrow$ or purely $\downarrow$, then $\rho^{\uparrow\downarrow}=0$ and (11) reduces to two separate strengths, one for each spin. If the off-diagonal blocks are dropped in a non-collinear state, what remains of (14) is

$$E_{\rm diag}=-\frac14\sum_{ijkl}\Delta C_{ijkl}\left(n_{li}n_{jk}+m^z_{li}m^z_{jk}\right),$$

which in general depends on the choice of the $z$ axis. A filled $p_{1/2}$ shell is an exception: by its rotational symmetry $E_{\rm diag}$ is the same for every axis, but it still differs from (14), since it keeps only one third of the magnetization term. For a single orbital with uniform spin direction at angle $\theta$ to $z$, $m^z_{ij}=n_{ij}\cos\theta$, and the one-centre self-exchange is multiplied by

$$\tfrac12(1+\cos^2\theta)=1-\tfrac12\sin^2\theta . \tag{15}$$

### (g) Exchange with a closed-shell core

*Add a frozen core whose orbitals $\phi_c$ are confined to the sphere and doubly occupied. Which spin structure does it contribute?*

**Solution.** The core spinors are $\phi_c\chi_\tau$, with $\chi_\tau$ the two spin basis vectors. In (1) each valence–core pair occurs twice, which cancels the factor $\tfrac12$. The pair density of valence orbital $n$ with core spinor $c\tau$ is $\psi_n^{\tau*}\phi_c$, so

$$E_{cv}=-\sum_nf_n\sum_{c\tau}(\psi_n^{\tau*}\phi_c|\phi_c^*\psi_n^\tau).$$

Inside the sphere $\psi_n^\tau=\sum_i\phi_iP_{ni}^\tau$. With $X_{ij}=\sum_c(\phi_i^*\phi_c|\phi_c^*\phi_j)$ this becomes

$$E_{cv}=-\sum_{ij}X_{ij}\sum_\tau\rho_{ji}^{\tau\tau},\qquad D_{ij}^{cv,\sigma\sigma'}=-\delta_{\sigma\sigma'}X_{ij} . \tag{16}$$

This agrees with (11): a set of doubly occupied spatial orbitals has a density matrix proportional to the unit matrix in spin, and a linear map that leaves the spin block alone returns a unit matrix. A spin-polarized core would not have this property. Neither would a closed core split by spin–orbit coupling into $j=\ell\pm\tfrac12$ subshells with different radial functions, since its density matrix contains a part proportional to $\mathbf L\cdot\boldsymbol\sigma$. Equation (16) holds for a scalar-relativistic core.

### (h) A tilted s spinor and a $p_{1/2}$ spinor

*One electron is in an s orbital with its spin in the $xz$ plane at angle $\theta$ to $z$. A second is in the spinor $(Y_z,\,Y_x+iY_y)/\sqrt3$ times a radial function. Find their exchange integral as a function of $\theta$.*

**Solution.** With radial functions $R_s$, $R_p$ and $c=\cos(\theta/2)$, $s=\sin(\theta/2)$, the first spinor is $R_sY_0\,(c,s)$. The spin-traced pair density is

$$n_{12}=\frac{R_sR_pY_0}{\sqrt3}\left[c\,Y_z+s\,(Y_x+iY_y)\right].$$

By rotational symmetry $(R_sR_pY_0Y_a|R_sR_pY_0Y_b)=K_{sp}\,\delta_{ab}$, where $K_{sp}$ is the exchange integral of the s orbital with one real p orbital at parallel spins. The cross terms between $Y_z$ and the others vanish, and $Y_x+iY_y$ with its conjugate gives $1+1$:

$$K_{12}=(n_{12}|n_{21})=\frac{K_{sp}}3(c^2+2s^2)=\frac{K_{sp}}3\left(1+\sin^2\frac\theta2\right). \tag{17}$$

It grows from $K_{sp}/3$ to $2K_{sp}/3$ as the s spin turns from up to down, because the $p_{1/2}$ spinor has weight $\tfrac13$ in $\uparrow$ and $\tfrac23$ in $\downarrow$.

### (i) Numbers for a model dataset

*Evaluate the energy and the strengths for $\theta=60^\circ$, and find the effect of dropping the off-diagonal spin blocks.*

**Solution.** The model has one centre and a sphere of radius $r_c=1.5$ bohr. For $l=0$ and $l=1$ there are two smooth radial waves, $r^le^{-0.4r^2}$ and $r^le^{-r^2}$. Inside the sphere, with $h=(1-r^2/r_c^2)^3$, the all-electron waves have the added terms $-3r^lh\,e^{-2r}$ and $2r^lh\,e^{-4r}$. The projectors are combinations of $h\tilde\phi_i$, and $g_L\propto r^\ell h\,Y_L$. Each radial orbital is wave 1 plus 0.3 times wave 2 plus 0.2 times a tail $r^l(r^2/r_c^2-1)^3e^{-r^2}$ that exists outside the sphere alone; it is then normalized. The radial integrals were done by Gauss–Legendre quadrature with a multipole expansion of $1/|\mathbf r-\mathbf r'|$.

The exchange integrals $K_{nm}=(n_{nm}|n_{mn})$, in mHa and with the last digit subject to rounding, are:

| | smooth | one-centre | total |
|---|---|---|---|
| $K_{11}$ | 673.408 | −10.557 | 662.851 |
| $K_{12}$ | 54.670 | −0.855 | 53.816 |
| $K_{22}$ | 535.676 | 0.015 | 535.690 |

With $K_{sp}=129.158$ mHa, (17) gives $K_{12}=129.158\times1.25/3=53.816$ mHa. The energies are

$$E_x=-\tfrac12(662.851+535.690+2\times53.816)=-653.09\ \text{mHa}=-17.77\ \text{eV},$$

$$E_{1c}=-\tfrac12(-10.557+0.015-2\times0.855)=6.126\ \text{mHa}.$$

In (14) the charge supplies 3.718 mHa of $E_{1c}$ and the magnetization 2.408 mHa.

**The density matrix.** The norm of the s radial orbital before scaling is 0.78172, so the projections on the first s wave are $\cos30^\circ/0.78172=1.1078$ for $\uparrow$ and $\sin30^\circ/0.78172=0.6396$ for $\downarrow$. Their products form

$$\rho_{s_1s_1}=\begin{pmatrix}1.227&0.709\\0.709&0.409\end{pmatrix},\qquad
D_{s_1s_1}=\begin{pmatrix}2.956&1.550\\1.550&1.437\end{pmatrix}\text{mHa},$$

for partial waves scaled as above. The two matrices are not proportional, because $D_{s_1s_1}$ also receives the p electron. By symmetry the p channels enter here summed over $x,y,z$, with spin weights $\tfrac13$, $\tfrac23$ and no off-diagonal part. Hence

$$D_{s_1s_1}=A\begin{pmatrix}\tfrac34&\tfrac{\sqrt3}4\\ \tfrac{\sqrt3}4&\tfrac14\end{pmatrix}+B\begin{pmatrix}\tfrac13&0\\0&\tfrac23\end{pmatrix}.$$

The off-diagonal element gives $A=1.550/0.4330=3.580$ mHa. The upper diagonal element gives $B=3(2.956-2.685)=0.813$ mHa, and the lower one gives $1.5(1.437-0.895)=0.813$ mHa. The Hartree strength of the same channel is a single number for both spins, $-3.695$ mHa.

**Mixing of channels.** For the first p waves, $\rho_{zx}^{\uparrow\downarrow}=0.262$ and $\rho_{zx}^{\downarrow\uparrow}=0$, yet $D_{zx}^{\uparrow\downarrow}=-0.059$ mHa and $D_{zx}^{\downarrow\uparrow}=0.089$ mHa. The second strength comes from $\rho_{xz}^{\downarrow\uparrow}$ through $\Delta C_{zxzx}$. The spin block is preserved by (11), but the channel pair is not.

**Dropping the off-diagonal blocks.** The full $E_{1c}$ is 6.126 mHa in any spin frame. With the diagonal blocks alone it is 4.194 mHa in the original frame, and 6.166 mHa after a global rotation that brings the s spin onto $z$. The difference between these two frames, 1.972 mHa, is 32% of $E_{1c}$ and 0.3% of $|E_x|$. It is not the largest possible: by (15) an axis perpendicular to the s spin removes half of the s self-exchange, $\tfrac12\times\tfrac12\times10.557=2.64$ mHa. Relative to the rotated frame, the s–p term gives 0.17 mHa of this back and the p term hardly changes; with the axis along $y$ the diagonal blocks yield 3.695 mHa, which is 2.47 mHa below the rotated frame. Like $E_{1c}$ itself, these amounts depend on the shape chosen for $g_L$.

The origin of the 1.972 mHa between the original and the rotated frame can be traced. By (15) the s self-exchange loses the fraction $\tfrac12\sin^260^\circ=0.375$ in the original frame, which is $0.375\times\tfrac12\times10.557=1.979$ mHa. The s–p term loses nothing in either frame, since either the channel-summed p matrix or the s matrix is diagonal in spin. The remainder, $1.932-1.979$, which is $-0.048$ mHa when formed before rounding, belongs to the $p_{1/2}$ spinor. In the rotated frame the s term loses nothing, and the p spinor alone gives $6.126-6.166=-0.040$ mHa. The spin direction of the p spinor varies around the atom, so no choice of axis makes its density matrix diagonal in spin.

Numbers in the example were calculated in double precision.
